# Fowler–Nordheim Exponent for Tunnelling through a Triangular Insulating Barrier: a program that tests the result

```python
"""Fowler-Nordheim exponent for a triangular insulating barrier.

Result under test: transmission ~ exp(-B/F), with
    B = 4 sqrt(2 m) phi^(3/2) / (3 q hbar)
phi: barrier height above the emitter Fermi level; m: insulator mass;
F: field magnitude in the insulator; q: elementary charge.
Internal units: eV, nm, V/nm; masses in free-electron masses.
One V/nm equals 10 MV/cm. The current is taken at zero temperature.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

q = const.e
hbar = const.hbar
hbar_eV = hbar / q
# Twice the free-electron mass over hbar squared, in 1/(eV nm^2)
C = 2 * const.m_e * q / hbar**2 * 1e-18


def fn_constant(phi, mass):
    """Derived constant B, evaluated in SI and returned in V/nm."""
    value = 4 * np.sqrt(2 * mass * const.m_e) * (q * phi)**1.5
    return value / (3 * q * hbar) * 1e-9


def film_action(field, thickness, phi, mass):
    """Twice the integral of kappa over the forbidden part of the film."""
    end = min(thickness, phi / field)
    def kappa(x):
        return np.sqrt(max(0.0, C * mass * (phi - field * x)))
    return 2 * quad(kappa, 0, end, epsabs=1e-10, epsrel=1e-9)[0]


def schrodinger_transmission(field, phi, mass, e_kin, m_emitter):
    """Integrate the wave equation back from an outgoing wave."""
    c = C * mass
    x_far = phi / field + 20.0
    p = np.sqrt(c * (field * x_far - phi))
    dp = c * field / (2 * p)
    start = np.array([1.0 + 0j, 1j * p - dp / (2 * p)])
    sol = solve_ivp(
        lambda x, y: [y[1], c * (phi - field * x) * y[0]],
        (x_far, 0.0), start, method="DOP853", rtol=1e-9, atol=1e-11)
    assert sol.success
    psi, dpsi = sol.y[:, -1]
    k = np.sqrt(C * m_emitter * e_kin)
    # psi and its derivative divided by mass are continuous
    incident = 0.5 * (psi + dpsi * m_emitter / mass / (1j * k))
    return (p / mass) / (k / m_emitter * abs(incident)**2)


def matching_prefactor(phi, mass, e_kin, m_emitter):
    ve, vi = np.sqrt(e_kin / m_emitter), np.sqrt(phi / mass)
    return 4 * ve * vi / (ve**2 + vi**2)


nodes, weights = np.polynomial.legendre.leggauss(200)
nodes, weights = (nodes + 1) / 2, weights / 2
u_nodes, u_weights = np.polynomial.legendre.leggauss(8)
u_nodes, u_weights = (u_nodes + 1) / 2, u_weights / 2


def current_integral(field, phi, mass, fermi, m_emitter):
    """Sum over filled emitter states, in A/cm^2, numerical WKB action."""
    eps = (fermi * nodes)[:, None]
    k2_max = C * m_emitter * (fermi - eps)
    k2 = k2_max * nodes[None, :]
    x_exit = (phi + eps + k2 / (C * mass)) / field
    action = np.zeros_like(k2)
    for u, w in zip(u_nodes, u_weights):
        x = x_exit * (1 - u**2)
        kappa2 = C * mass * (phi + eps - field * x) + k2
        action += 2 * w * np.sqrt(kappa2) * 2 * u * x_exit
    inner = np.sum(weights * np.exp(-action), axis=1) * k2_max[:, 0]
    total = np.pi * fermi * np.sum(weights * inner)
    return q / (4 * np.pi**3 * hbar_eV) * total * 1e14


def current_formula(field, phi, mass):
    pre = q * field**2 / (16 * np.pi**2 * hbar_eV * phi) * 1e14
    return pre * np.exp(-fn_constant(phi, mass) / field)


# Round model parameters
phi, mass, thickness = 2.5, 0.4, 20.0
fermi, m_emitter = 5.0, 1.0
fields = np.array([0.5, 0.6, 0.7, 0.8])
B = fn_constant(phi, mass)
S = B / fields

# Action: independent of thickness once the exit lies inside the film
for f, s in zip(fields, S):
    for t in (thickness, 2 * thickness):
        assert abs(film_action(f, t, phi, mass) / s - 1) < 1e-6

# Thin film: the barrier is trapezoidal and the action is smaller
thin, f_thin = 2.0, 0.8
thin_numeric = film_action(f_thin, thin, phi, mass)
thin_formula = B / f_thin * (1 - (1 - f_thin * thin / phi)**1.5)
assert abs(thin_numeric / thin_formula - 1) < 1e-6
assert thin_numeric < 0.95 * B / f_thin

# Slowness of kappa at the entrance, by finite difference
step = 1e-4
kap = [np.sqrt(C * mass * (phi - 0.8 * x)) for x in (-step, 0, step)]
slowness = abs(kap[2] - kap[0]) / (2 * step) / kap[1]**2
assert abs(slowness / (2 / (3 * B / 0.8)) - 1) < 1e-5

# Full wave equation: prefactor approached as the field falls
P = matching_prefactor(phi, mass, fermi, m_emitter)
for energy in (fermi, 0.5):
    pre = matching_prefactor(phi, mass, energy, m_emitter)
    deviations = []
    for f in (0.8, 0.4, 0.2):
        T = schrodinger_transmission(f, phi, mass, energy, m_emitter)
        dev = abs(T * np.exp(B / f) / pre - 1)
        assert dev < 0.5 * f / B
        deviations.append(dev)
    assert deviations[0] > deviations[1] > deviations[2]

T_num = np.array([schrodinger_transmission(
    f, phi, mass, fermi, m_emitter) for f in fields])
slope_T = -np.polyfit(1 / fields, np.log(T_num), 1)[0]
assert abs(slope_T / B - 1) < 1e-3

# A different mass and barrier can give the same slope
mass_alt = 0.6
phi_alt = phi * (mass / mass_alt)**(1 / 3)
T_alt = np.array([schrodinger_transmission(
    f, phi_alt, mass_alt, fermi, m_emitter) for f in fields])
slope_alt = -np.polyfit(1 / fields, np.log(T_alt), 1)[0]
assert abs(slope_alt / slope_T - 1) < 1e-3

# Energy scale d in eV, against the change of action with barrier
d_joule = hbar * q * fields * 1e9 / (
    2 * np.sqrt(2 * mass * const.m_e * q * phi))
d_scale = d_joule / q
for f, d in zip(fields, d_scale):
    h = 1e-3
    change = (film_action(f, thickness, phi + h, mass)
              - film_action(f, thickness, phi - h, mass)) / (2 * h)
    assert abs(change * d - 1) < 1e-4

# Current: F squared law with a correction that falls with the field
J_num = np.array([current_integral(
    f, phi, mass, fermi, m_emitter) for f in fields])
J_form = np.array([current_formula(f, phi, mass) for f in fields])
J_dev = np.abs(J_num / J_form - 1)
assert np.all(J_dev < 1.5 / S)
assert np.all(np.diff(J_dev) > 0)
slope_JF2 = -np.polyfit(1 / fields, np.log(J_num / fields**2), 1)[0]
slope_J = -np.polyfit(1 / fields, np.log(J_num), 1)[0]
assert abs(slope_JF2 / B - 1) < 5e-3
assert B + 2 * fields[0] < slope_J < B + 2 * fields[-1]

# The insulator mass cancels from the current prefactor
f_low = 0.2
scaled = [current_integral(f_low, phi, m, fermi, m_emitter)
          * np.exp(fn_constant(phi, m) / f_low) for m in (0.4, 0.8)]
assert abs(scaled[1] / scaled[0] - 1) < 0.02

print(f"barrier height: {phi:.2f} eV")
print(f"insulator mass: {mass:.2f} free-electron masses")
print(f"film thickness: {thickness:.1f} nm")
print(f"emitter Fermi energy: {fermi:.1f} eV")
print(f"emitter mass: {m_emitter:.1f} free-electron masses")
print(f"B for 1 eV and free mass: {10 * fn_constant(1, 1):.2f} MV/cm")
print(f"B of the example: {10 * B:.2f} MV/cm")
print(f"threshold field phi/(q t): {10 * phi / thickness:.2f} MV/cm")
print(f"matching prefactor P: {P:.4f} (no unit)")
for i, f in enumerate(fields):
    print(f"field: {10 * f:.1f} MV/cm")
    print(f"  film voltage: {f * thickness:.1f} V")
    print(f"  exit distance: {phi / f:.3f} nm")
    print(f"  exponent B/F: {S[i]:.3f} (no unit)")
    print(f"  exp(-B/F): {np.exp(-S[i]):.3e} (no unit)")
    print(f"  T from wave equation: {T_num[i]:.3e} (no unit)")
    print(f"  energy scale d: {d_scale[i]:.4f} eV")
    print(f"  J, state integral: {J_num[i]:.3e} A/cm^2")
    print(f"  J, closed formula: {J_form[i]:.3e} A/cm^2")
print(f"entrance slowness at 8 MV/cm: {slowness:.4f} (no unit)")
print(f"thermal energy at 300 K: {const.k * 300 / q:.4f} eV")
print(f"thin film thickness: {thin:.1f} nm")
print(f"thin film exponent at 8 MV/cm: {thin_numeric:.3f} (no unit)")
print(f"minus slope of ln T: {10 * slope_T:.2f} MV/cm")
print(f"minus slope of ln(J/F^2): {10 * slope_JF2:.2f} MV/cm")
print(f"minus slope of ln J: {10 * slope_J:.2f} MV/cm")
print(f"alternative mass: {mass_alt:.2f} free-electron masses")
print(f"alternative barrier, same B: {phi_alt:.3f} eV")
print(f"its minus slope of ln T: {10 * slope_alt:.2f} MV/cm")
print("done: every assertion held")
```

It prints:

```
barrier height: 2.50 eV
insulator mass: 0.40 free-electron masses
film thickness: 20.0 nm
emitter Fermi energy: 5.0 eV
emitter mass: 1.0 free-electron masses
B for 1 eV and free mass: 68.31 MV/cm
B of the example: 170.77 MV/cm
threshold field phi/(q t): 1.25 MV/cm
matching prefactor P: 1.9876 (no unit)
field: 5.0 MV/cm
  film voltage: 10.0 V
  exit distance: 5.000 nm
  exponent B/F: 34.154 (no unit)
  exp(-B/F): 1.469e-15 (no unit)
  T from wave equation: 2.927e-15 (no unit)
  energy scale d: 0.0488 eV
  J, state integral: 2.201e-08 A/cm^2
  J, closed formula: 2.264e-08 A/cm^2
field: 6.0 MV/cm
  film voltage: 12.0 V
  exit distance: 4.167 nm
  exponent B/F: 28.462 (no unit)
  exp(-B/F): 4.356e-13 (no unit)
  T from wave equation: 8.687e-13 (no unit)
  energy scale d: 0.0586 eV
  J, state integral: 9.352e-06 A/cm^2
  J, closed formula: 9.669e-06 A/cm^2
field: 7.0 MV/cm
  film voltage: 14.0 V
  exit distance: 3.571 nm
  exponent B/F: 24.396 (no unit)
  exp(-B/F): 2.541e-11 (no unit)
  T from wave equation: 5.069e-11 (no unit)
  energy scale d: 0.0683 eV
  J, state integral: 7.385e-04 A/cm^2
  J, closed formula: 7.676e-04 A/cm^2
field: 8.0 MV/cm
  film voltage: 16.0 V
  exit distance: 3.125 nm
  exponent B/F: 21.347 (no unit)
  exp(-B/F): 5.362e-10 (no unit)
  T from wave equation: 1.070e-09 (no unit)
  energy scale d: 0.0781 eV
  J, state integral: 2.025e-02 A/cm^2
  J, closed formula: 2.116e-02 A/cm^2
entrance slowness at 8 MV/cm: 0.0312 (no unit)
thermal energy at 300 K: 0.0259 eV
thin film thickness: 2.0 nm
thin film exponent at 8 MV/cm: 16.736 (no unit)
minus slope of ln T: 170.79 MV/cm
minus slope of ln(J/F^2): 170.57 MV/cm
minus slope of ln J: 183.02 MV/cm
alternative mass: 0.60 free-electron masses
alternative barrier, same B: 2.184 eV
its minus slope of ln T: 170.77 MV/cm
done: every assertion held
```
